# The Hall factor in a parabolic band with energy-dependent relaxation time: verification in Python

```python
# Hall factor of nondegenerate electrons in an isotropic parabolic band, weak field:
#   R_H = -r/(n e), r = <tau^2>/<tau>^2, weight x^(3/2) exp(-x), x = E/kT.
# For tau = tau0 x^s: r = G(2s+5/2) G(5/2)/G(s+5/2)^2 (G = gamma function);
# s=-1/2 (acoustic phonons): 3pi/8; s=3/2 (ionised impurities, frozen log): 315pi/512.
# Rydberg units: hbar=1, m_e=1/2, e^2=2, E=k^2/ms. Symbols: ms mass ratio, eps dielectric
# constant, n electron density, Nimp impurity density, Xi deformation potential, cl elastic
# constant, vs sound speed, qs Debye wavenumber, b=4k^2/qs^2, L(b)=ln(1+b)-b/(1+b),
# wc cyclotron frequency, w = wc*tau0, eta = chemical potential/kT.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as G, digamma
from scipy import constants as sc
from numpy.polynomial.legendre import leggauss
pi = np.pi
mp.mp.dps = 20

def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b)
def r_gamma(s): return G(2*s+2.5)*G(2.5)/G(s+2.5)**2
def mom(p, s): return G(p*s+2.5)/G(2.5)
def c_field(s): return mom(4, s)/mom(2, s) - 2*mom(3, s)/mom(1, s) + (mom(2, s)/mom(1, s))**2
def Lb(b): return b*b/2 - 2*b**3/3 + 0.75*b**4 if b < 1e-3 else np.log1p(b) - b/(1+b)

# symbolic moments
xs = sp.symbols('x', positive=True)
def sym(a): return sp.integrate(xs**a*sp.exp(-xs), (xs, 0, sp.oo))
h = sp.Rational(3, 2)
for s, target in ((-sp.Rational(1, 2), 3*sp.pi/8), (h, 315*sp.pi/512)):
    assert sp.simplify(sym(h+2*s)*sym(h)/sym(h+s)**2 - target) == 0

# weighted integral by quadrature, x=t^2; Boltzmann (eta None) or Fermi weight -df/dx
def wint(fun, eta=None, power=1.5):
    def wt(x):
        if eta is None: return np.exp(-x)
        u = np.exp(-abs(x-eta)); return u/(1+u)**2
    pts = [0.01, 0.1, 1, 2, 3]
    if eta is not None and eta > 9: pts += [np.sqrt(eta-8), np.sqrt(eta), np.sqrt(eta+8)]
    return quad(lambda t: 2*t*(t*t)**power*wt(t*t)*fun(t*t), 0, 12, points=sorted(pts),
                epsabs=0, epsrel=1e-10, limit=400)[0]
def r_quad(tau, eta=None, power=1.5):
    return wint(lambda x: tau(x)**2, eta, power)*wint(lambda x: 1.0, eta, power)/wint(tau, eta, power)**2
for s in (-1, -0.5, 0, 0.5, 1, 1.5, 2):
    rq = r_quad(lambda x: x**s)
    close(rq, r_gamma(s), 1e-8); assert rq > 1 - 1e-9
for s in (-0.5, 1.5):
    close(r_quad(lambda x: x**s, -12.0), r_gamma(s), 1e-4)
    close(r_quad(lambda x: x**s, 50.0) - 1, pi**2*s*s/(3*50.0**2), 0.05)

# finite-field Hall factor D/(A^2+w^2 D^2) by high-precision quadrature
def r_field(s, w):
    s, w = mp.mpf(s), mp.mpf(w); t0 = w**(-1/(2*s))
    pts = sorted([mp.mpf(p) for p in (0, 1, 2, 4, 12)] +
                 [t0*f*1.01 for f in (0.1, 1, 10, 100) if t0*f < 11])
    def a(t):
        u = t**abs(2*s); return u/(u*u+w*w) if s < 0 else u/(1+w*w*u*u)
    def d(t):
        u = t**abs(2*s); return 1/(u*u+w*w) if s < 0 else u*u/(1+w*w*u*u)
    A = mp.quad(lambda t: 2*t**4*mp.exp(-t*t)*a(t), pts)/mp.gamma(2.5)
    D = mp.quad(lambda t: 2*t**4*mp.exp(-t*t)*d(t), pts)/mp.gamma(2.5)
    return float(D/(A*A+w*w*D*D))
for s in (-0.5, 1.5):
    close((1 - r_field(s, 1e-3)/r_gamma(s))/1e-6, c_field(s), 1e-2)  # next order ~0.5%
    assert abs(r_field(s, 1e4) - 1) < 1e-4
close(r_field(-1.5, 1e-9)/r_field(-1.5, 1e-6), 10.0, 0.05)  # diverges like w^(-1/3)

# Boltzmann equation on a direction grid with the full collision operator (m=kT=1)
nt, nf = 12, 24
ct, wtheta = leggauss(nt); phi = 2*pi*np.arange(nf)/nf; st = np.sqrt(1-ct**2)
nv = np.array([np.outer(st, np.cos(phi)).ravel(), np.outer(st, np.sin(phi)).ravel(), np.repeat(ct, nf)])
wa = np.repeat(wtheta, nf)*2*pi/nf
dj = np.subtract.outer(np.arange(nf), np.arange(nf))
D1 = np.where(dj == 0, 0.0, 0.5*(-1.0)**dj/np.tan(np.where(dj == 0, 1, dj)*pi/nf))
Dphi = np.kron(np.eye(nt), D1)
def boltzmann(s, w, b):
    cosang = nv.T @ nv
    K = np.ones_like(cosang)/(4*pi) if b == 0 else (1+b*(1-cosang)/2)**-2*b*b/(8*pi*Lb(b))
    C = K*wa; C -= np.diag(C.sum(1))
    fix = np.outer(np.ones(nt*nf), wa)  # removes the particle-number zero mode
    kk, wk = leggauss(60); kk = 5*(kk+1); wk = 5*wk
    S = np.zeros((2, 2)); dens = 0.0
    for k, wt in zip(kk, wk):
        scale = (k*k/2)**s; f0 = np.exp(-k*k/2)
        chi = np.linalg.solve(w*scale*Dphi - C + fix, scale*nv[:2].T)
        S += wt*k**4*f0*((nv[:2]*wa) @ chi); dens += wt*k*k*f0*4*pi
    S /= dens
    return S[0, 0], np.linalg.inv(S)[1, 0]/w  # sigma_xx m/(n e^2), R_H n e
grid = {}
for s, b in ((-0.5, 0), (1.5, 3.0)):
    sxx, Rne = boltzmann(s, 1e-5, b); grid[s] = Rne
    close(sxx, mom(1, s), 1e-6); close(Rne, -r_gamma(s), 1e-6)
    close(boltzmann(s, 1.0, b)[1], -r_field(s, 1.0), 1e-6)

# model parameters
ms, eps, kT, n, Nimp, Z, Xi, cl, vs, wc = 0.1, 10.0, 0.002, 1e-9, 1e-9, 1, 0.5, 0.01, 0.005, 1e-7
Ry = sc.physical_constants['Rydberg constant times hc in J'][0]
a0 = sc.physical_constants['Bohr radius'][0]; tu = sc.hbar/Ry; mSI = ms*sc.m_e
Nc = 2*(ms*kT/(4*pi))**1.5
def dens_fd(eta):  # 2 * integral d^3k/(2pi)^3 f
    k1 = np.sqrt(ms*kT)
    return k1**3/pi**2*quad(lambda t: t*t/(np.exp(t*t-eta)+1), 0, 10, epsabs=0, epsrel=1e-12)[0]
eta = brentq(lambda y: dens_fd(y)/n - 1, -15, 5, xtol=1e-13)
close(np.exp(eta), n/Nc, 1e-2)
qs2 = 8*pi*n/(eps*kT); qs = np.sqrt(qs2); b0 = 4*ms*kT/qs2
close(8*pi/eps*(dens_fd(eta+1e-3)-dens_fd(eta-1e-3))/(2e-3*kT), qs2, 1e-2)
def kx(x): return np.sqrt(ms*kT*x)
def rate_ac(x): return Xi**2*kT*ms*kx(x)/(2*pi*cl)
def rate_bh(x, L=None): return 4*pi*Nimp*ms*Z**2*(Lb(b0*x) if L is None else L)/(eps**2*kx(x)**3)
def Vq(q2): return 8*pi*Z/(eps*(q2+qs2))
for y in (0.3, 2.0, 20.0):
    ft = quad(lambda t: np.exp(-t), 0, 60, weight='sin', wvar=y, limit=400)[0]
    close(4*pi/(y*qs)*(2*Z/eps)/qs*ft, Vq((y*qs)**2), 1e-7)
def golden(x, M2):  # 2pi int d^3k'/(2pi)^3 M2 (1-cos) delta, Gaussian-broadened delta
    E = kT*x; sg = 1e-4*E; k = kx(x)
    lo, hi = np.sqrt(ms*(E-8*sg)), np.sqrt(ms*(E+8*sg)); u, wu = leggauss(40); tot = 0.0
    for kp, wt in zip(lo+(hi-lo)*(u+1)/2, wu*(hi-lo)/2):
        ang = quad(lambda th: np.sin(th)*2*np.sin(th/2)**2*M2((k-kp)**2+4*k*kp*np.sin(th/2)**2),
                   0, pi, points=[0.01, 0.05, 0.3], epsabs=0, epsrel=1e-9)[0]
        tot += wt*kp*kp*ang*np.exp(-(kp*kp/ms-E)**2/(2*sg*sg))/(sg*np.sqrt(2*pi))
    return tot/(2*pi)
for x in (0.5, 3.0):
    close(golden(x, lambda q2: Xi**2*kT/cl), rate_ac(x), 1e-5)
    close(golden(x, lambda q2: Nimp*Vq(q2)**2), rate_bh(x), 1e-4)
def rate_inel(x, v):  # momentum relaxation with Bose factors and phonon energy kept
    k = kx(x); a = ms*v
    base = lambda q: q*q*ms/(2*k*q)*Xi**2*q*v/(2*cl)/(2*pi)
    N = lambda q: 1/np.expm1(v*q/kT)
    ab = quad(lambda q: base(q)*N(q)*q*(q-a)/(2*k*k), 0, 2*k+a, epsabs=0, epsrel=1e-12)[0]
    em = quad(lambda q: base(q)*(N(q)+1)*q*(q+a)/(2*k*k), 0, 2*k-a, epsabs=0, epsrel=1e-12)[0]
    return ab+em
dev = rate_inel(1, vs)/rate_ac(1) - 1
assert abs(dev) < 0.02
close(dev/(rate_inel(1, vs/2)/rate_ac(1) - 1), 4.0, 0.05)

# unfrozen logarithm
r0 = r_gamma(1.5); slope = 2*r0*(digamma(5.5)-digamma(4))
close((r_gamma(1.5+1e-5)-r_gamma(1.5-1e-5))/2e-5, slope, 1e-6)
seq = [r_quad(lambda x: x**1.5/Lb(bb*x)) for bb in (1e2, 1e4, 1e8, 1e30)]
assert seq[0] < seq[1] < seq[2] < seq[3] < r0
close((r0-seq[3])*Lb(3e30), slope, 0.03)  # relative remainder of order 1/L
L3 = Lb(3*b0)
taus = {'ac': lambda x: 1/rate_ac(x), 'imp': lambda x: 1/rate_bh(x, L3),
        'BH': lambda x: 1/rate_bh(x), 'both': lambda x: 1/(rate_bh(x)+rate_ac(x))}
norm = wint(lambda x: 1.0); res = {}
for key, f in taus.items():
    t1 = wint(f)/norm; t2 = wint(lambda x: f(x)**2)/norm
    res[key] = (t1, t2, t2/t1**2, sc.e*t1*tu/mSI*1e4)
    assert t2/t1**2 > 1
close(res['ac'][2], 3*pi/8, 1e-8); close(res['imp'][2], 315*pi/512, 1e-8)
assert res['BH'][2] < r0
# SI cross-checks of the unit system
close(res['ac'][3]*1e-4, 2*np.sqrt(2*pi)*sc.e*sc.hbar**4*(cl*Ry/a0**3)
      / (3*mSI**2.5*(kT*Ry)**1.5*(Xi*Ry)**2), 1e-6)
kSI = np.sqrt(2*mSI*3*kT*Ry)/sc.hbar
close(rate_bh(3)/tu, 2*pi*Nimp/a0**3*mSI*(Z*sc.e**2/(4*pi*sc.epsilon_0*eps))**2*L3/(sc.hbar*kSI)**3, 1e-6)

print(f"inputs: m*={ms}, eps={eps}, Z={Z}, kT={kT} Ry (T={kT*Ry/sc.k:.1f} K)")
print(f"inputs: n={n:g} bohr^-3, N={Nimp:g} bohr^-3")
print(f"inputs: Xi={Xi} Ry, cl={cl} Ry/bohr^3, vs={vs} bohr Ry/hbar")
print(f"inputs: wc={wc:g} Ry/hbar (B={mSI*wc/tu/sc.e*1e3:.4f} mT)")
for a in (1.5, 2, 2.5, 4, 5.5): print(f"Gamma({a}) = {G(a):.6f}")
for s in (-1, -0.5, 0, 0.5, 1, 1.5, 2): print(f"r(s={s}) = {r_gamma(s):.6f}")
print(f"grid Boltzmann R_H n e: s=-1/2 {grid[-0.5]:.6f}, s=3/2 {grid[1.5]:.6f}")
print(f"wrong weight x^(1/2), s=-1/2: ratio = {r_quad(lambda x: x**-0.5, None, 0.5):.6f}")
print(f"Nc = {Nc:.4e} bohr^-3, n/Nc = {n/Nc:.5f}, eta = {eta:.4f}")
print(f"k(x=1) = {kx(1):.5e} bohr^-1, qs = {qs:.5e} bohr^-1")
print(f"b(x=1) = {b0:.2f}, b(x=3) = {3*b0:.2f}, L(x=3) = {L3:.4f}")
print(f"2 k vs/kT at x=1 = {2*kx(1)*vs/kT:.4f}, inelastic/elastic - 1 = {dev:.2e}")
print(f"Born parameter Z m*/(eps k) at x=3 = {Z*ms/(eps*kx(3)):.4f}, wc/kT = {wc/kT:.1e}")
R0 = 1e6*a0**3/(n*sc.e)
print(f"1/(n e) = {R0:.2f} cm^3/C")
for key, s in (('ac', -0.5), ('imp', 1.5)):
    t0 = taus[key](1.0); w = wc*t0
    print(f"{key}: tau0 = {t0:.5e} hbar/Ry, 1/(tau0 kT) = {1/(t0*kT):.4f}")
    print(f"{key}: <tau>/tau0 = {mom(1, s):.5f}, <tau^2>/tau0^2 = {mom(2, s):.5f}")
    print(f"{key}: wc tau0 = {w:.4e}, c = {c_field(s):.4f}, c w^2 = {c_field(s)*w*w:.3e}")
    print(f"{key}: r(B) = {r_field(s, w):.5f}, r at wc tau0=1: {r_field(s, 1.0):.5f}")
    print(f"{key}: r Fermi at eta = {r_quad(taus[key], eta):.5f}, at eta=50: {r_quad(taus[key], 50.0):.5f}")
for key, (t1, t2, r, mu) in res.items():
    print(f"{key}: <tau> = {t1:.5e} hbar/Ry, <tau^2> = {t2:.5e} (hbar/Ry)^2, r = {r:.5f}")
    print(f"{key}: mu = {mu:.0f}, mu_H = {r*mu:.0f} cm^2/Vs, R_H = {-r*R0:.1f} cm^3/C")
    print(f"{key}: apparent density n/r = {n/r:.4e} bohr^-3")
print(f"dr/ds at s=3/2 = {slope:.5f}, estimate r - slope/L(x=3) = {r0-slope/L3:.4f}")
print("r_BH for b(x=1)=1e2,1e4,1e8,1e30: " + ", ".join(f"{v:.4f}" for v in seq))
print("OK")
```

Output:

```
inputs: m*=0.1, eps=10.0, Z=1, kT=0.002 Ry (T=315.8 K)
inputs: n=1e-09 bohr^-3, N=1e-09 bohr^-3
inputs: Xi=0.5 Ry, cl=0.01 Ry/bohr^3, vs=0.005 bohr Ry/hbar
inputs: wc=1e-07 Ry/hbar (B=1.1753 mT)
Gamma(1.5) = 0.886227
Gamma(2) = 1.000000
Gamma(2.5) = 1.329340
Gamma(4) = 6.000000
Gamma(5.5) = 52.342778
r(s=-1) = 3.000000
r(s=-0.5) = 1.178097
r(s=0) = 1.000000
r(s=0.5) = 1.104466
r(s=1) = 1.400000
r(s=1.5) = 1.932816
r(s=2) = 2.828571
grid Boltzmann R_H n e: s=-1/2 -1.178097, s=3/2 -1.932816
wrong weight x^(1/2), s=-1/2: ratio = 1.570796
Nc = 1.2699e-07 bohr^-3, n/Nc = 0.00787, eta = -4.8413
k(x=1) = 1.41421e-02 bohr^-1, qs = 1.12100e-03 bohr^-1
b(x=1) = 636.62, b(x=3) = 1909.86, L(x=3) = 6.5558
2 k vs/kT at x=1 = 0.0707, inelastic/elastic - 1 = -9.72e-04
Born parameter Z m*/(eps k) at x=3 = 0.4082, wc/kT = 5.0e-05
1/(n e) = 924.90 cm^3/C
ac: tau0 = 8.88577e+04 hbar/Ry, 1/(tau0 kT) = 0.0056
ac: <tau>/tau0 = 0.75225, <tau^2>/tau0^2 = 0.66667
ac: wc tau0 = 8.8858e-03, c = 0.7854, c w^2 = 6.201e-05
ac: r(B) = 1.17803, r at wc tau0=1: 1.07627
ac: r Fermi at eta = 1.17754, at eta=50: 1.00033
imp: tau0 = 3.43327e+04 hbar/Ry, 1/(tau0 kT) = 0.0146
imp: <tau>/tau0 = 4.51352, <tau^2>/tau0^2 = 39.37500
imp: wc tau0 = 3.4333e-03, c = 104.2296, c w^2 = 1.229e-03
imp: r(B) = 1.93047, r at wc tau0=1: 1.12509
imp: r Fermi at eta = 1.93057, at eta=50: 1.00295
ac: <tau> = 6.68434e+04 hbar/Ry, <tau^2> = 5.26379e+09 (hbar/Ry)^2, r = 1.17810
ac: mu = 56875, mu_H = 67005 cm^2/Vs, R_H = -1089.6 cm^3/C
ac: apparent density n/r = 8.4883e-10 bohr^-3
imp: <tau> = 1.54961e+05 hbar/Ry, <tau^2> = 4.64125e+10 (hbar/Ry)^2, r = 1.93282
imp: mu = 131853, mu_H = 254847 cm^2/Vs, R_H = -1787.7 cm^3/C
imp: apparent density n/r = 5.1738e-10 bohr^-3
BH: <tau> = 1.52341e+05 hbar/Ry, <tau^2> = 4.04378e+10 (hbar/Ry)^2, r = 1.74242
BH: mu = 129624, mu_H = 225859 cm^2/Vs, R_H = -1611.6 cm^3/C
BH: apparent density n/r = 5.7391e-10 bohr^-3
both: <tau> = 3.44877e+04 hbar/Ry, <tau^2> = 1.24494e+09 (hbar/Ry)^2, r = 1.04670
both: mu = 29345, mu_H = 30715 cm^2/Vs, R_H = -968.1 cm^3/C
both: apparent density n/r = 9.5539e-10 bohr^-3
dr/ds at s=3/2 = 1.37220, estimate r - slope/L(x=3) = 1.7235
r_BH for b(x=1)=1e2,1e4,1e8,1e30: 1.6764, 1.7953, 1.8614, 1.9132
OK
```
